# A broad ferromagnetic resonance line need not mean large Gilbert damping

Consider a ferromagnetic film magnetized along its normal and made of independent patches, whose resonance fields have a Lorentzian spread of the same width at every frequency. Its field-swept resonance line has the full width at half maximum

$$\Delta H=\Delta H_0+\frac{2\alpha\omega}{\gamma}. \qquad (1)$$

Here $\alpha$ is the Gilbert damping constant, $\omega$ the fixed drive frequency and $\Delta H_0$ the full width of the spread. The first term can be much the larger, while the slope against frequency is still $2\alpha/\gamma$. In the example below, a line 336 Oe wide at 10 GHz (33.6 mT) belongs to a film with $\alpha=0.005$. Read as pure damping, it would give $\alpha=0.047$.

The belief refuted here is that a broad line shows strong damping. It tempts because it is true of a uniform film: there $\Delta H_0=0$, and one width gives $\alpha$. It fails when the line is a sum of many narrow lines at different fields. The remedy of reading $\alpha$ from the slope has conditions of its own, which are derived below.

## The line of a uniform film

Gaussian units are used, with $\gamma=ge/(2mc)>0$. The unit vector $\mathbf m$ along the magnetization obeys

$$\dot{\mathbf m}=-\gamma\,\mathbf m\times\mathbf H+\alpha\,\mathbf m\times\dot{\mathbf m}.$$

Let $z$ be the film normal and $H$ the applied field. The demagnetizing field and the perpendicular anisotropy together contribute $-Qm_z$, with $Q=4\pi M_{\rm eff}$. For small precession $m_z=1$ to first order, so the static internal field is $B=H-Q$, taken positive. With a small transverse drive $(h_x,h_y)$, the linear equations are

$$\dot m_x=-\gamma(Bm_y-h_y)-\alpha\dot m_y,\qquad \dot m_y=-\gamma(h_x-Bm_x)+\alpha\dot m_x.$$

Add $i$ times the second to the first, and write $m_+=m_x+im_y$, $h_+=h_x+ih_y$:

$$\dot m_+=i\gamma Bm_+-i\gamma h_++i\alpha\dot m_+. \qquad (2)$$

For a circular drive $h_+=he^{i\omega t}$, put $m_+=\mu e^{i\omega t}$ and $W=\omega/\gamma$. Division by $i\gamma$ gives $W\mu=B\mu-h+i\alpha W\mu$, hence

$$\frac{\mu}{h}=\frac{1}{B-W+i\alpha W}. \qquad (3)$$

The absorbed power per volume is $\mathbf H\cdot\dot{\mathbf M}$. For real $h$ this is $M_s\omega h\,{\rm Re}(i\mu)=-M_s\omega h\,{\rm Im}\,\mu$, so the line shape is

$$-{\rm Im}\frac{\mu}{h}=\frac{\alpha W}{(H-Q-W)^2+(\alpha W)^2}.$$

The maximum is at $H=Q+W$, which is the condition $\hbar\omega=g\mu_B(H-Q)$, because $\hbar\gamma=g\,e\hbar/(2mc)=g\mu_B$. The absorption is halved at a distance $\alpha W$ on either side. The full width is therefore $2\alpha W=2\alpha\omega/\gamma$.

## The line of a film with a spread of fields

Let the film consist of patches with the same $M_s$, $g$ and $\alpha$, but with $Q+\delta$ in place of $Q$. The probability density of $\delta$ is $p(\delta)$. Suppose first that the patches do not act on each other. Each resonance is shifted by $\delta$, at every frequency. With $x=H-Q-W$ and $w=\alpha W$, the normalized absorption is

$$A(x)=\int p(\delta)\,L_w(x-\delta)\,d\delta,\qquad L_w(x)=\frac{1}{\pi}\frac{w}{x^2+w^2}. \qquad (4)$$

A convolution becomes a product under Fourier transformation. The transform of $L_w$ is $e^{-w|k|}$, since the inverse transform returns

$$\frac1{2\pi}\int_{-\infty}^{\infty}e^{-w|k|-ikx}dk=\frac1\pi{\rm Re}\frac1{w+ix}=L_w(x).$$

If $p=L_\Gamma$, the product is $e^{-(\Gamma+w)|k|}$, so $A=L_{\Gamma+w}$. The half widths add, and with $\Delta H_0=2\Gamma$ this is equation (1).

Reading one line as pure damping gives

$$\alpha_{\rm single}=\frac{\Delta H}{2W}=\alpha+\frac{\Gamma}{W}.$$

The error falls as $1/\omega$. A value of $\alpha$ that seems to fall in this way as the frequency rises is what a constant inhomogeneous width produces.

Take round model parameters: $g=2$, $\alpha=0.005$, $Q=10$ kG and $\Delta H_0=300$ Oe. At 10 GHz, $W=3572.4$ Oe, and

$$\Delta H=300+2(0.005)(3572.4)=335.7\ {\rm Oe},\qquad \alpha_{\rm single}=\frac{335.7}{2(3572.4)}=0.0470,$$

which is 9.4 times the true value. At 40 GHz, $W=14289.5$ Oe, the width is 442.9 Oe and $\alpha_{\rm single}$ has dropped to 0.0155. The slope between these two frequencies gives

$$\alpha=\frac{442.90-335.72}{2(14289.5-3572.4)}=0.00500.$$

A uniform film with $\alpha=0.0470$ would have the same width at 10 GHz, but 1342.9 Oe at 40 GHz. The second frequency separates two films that the first cannot.

## Loss of phase is not loss of energy

Without a drive, equation (2) gives $\dot m_+=i\gamma Bm_+/(1-i\alpha)$. Since $1/(1-i\alpha)=(1+i\alpha)/(1+\alpha^2)$, each patch loses amplitude at the rate $\alpha\gamma B$, to first order in $\alpha$. The spread of fields does not add to this loss. It makes the patches precess at different rates, so that their sum shrinks.

For a Gaussian spread with standard deviation $\sigma$ and patches started in phase, the sum contains the average of $e^{-i\gamma\delta t}$, which is $e^{-\gamma^2\sigma^2t^2/2}$. Neglecting the small change of decay rate from patch to patch,

$$\frac{|\overline{m_+}(t)|}{|\overline{m_+}(0)|}\simeq e^{-\alpha\gamma Bt}\,e^{-\gamma^2\sigma^2t^2/2},$$

where $B$ is now the mean internal field. A Gaussian of full width 300 Oe has $\sigma=300/(2\sqrt{2\ln2})=127.4$ Oe. With $B=3572.4$ Oe, the two factors after 0.5 ns are 0.855 and 0.534. The summed signal has fallen to 0.456 of its initial value, although an average patch still precesses with 0.855 of its initial amplitude.

## A Gaussian spread changes the slope

Equation (1) rests on the Lorentzian form of $p$. For a Gaussian, the transform of $A$ is $e^{-\sigma^2k^2/2-w|k|}$. When $w\ll\sigma$, expand to first order in $w$:

$$A(x)\simeq G(x)-wJ(x),\qquad J(x)=\frac1\pi\int_0^\infty k\,e^{-\sigma^2k^2/2}\cos kx\,dk,$$

where $G$ is the normalized Gaussian. Integration by parts gives

$$J=\frac{1-xS}{\pi\sigma^2},\qquad S(x)=\int_0^\infty e^{-\sigma^2k^2/2}\sin kx\,dk.$$

Also $dS/dx=\pi J=(1-xS)/\sigma^2$, with $S(0)=0$. Set $u=x/(\sqrt2\sigma)$ and $S=(\sqrt2/\sigma)D(u)$. The equation becomes $D'=1-2uD$ with $D(0)=0$, which defines Dawson's function. Thus $J=[1-2uD(u)]/(\pi\sigma^2)$.

By symmetry the peak stays at $x=0$. The Gaussian alone reaches half height at $u_0=\sqrt{\ln2}$. Let damping move this point outward by $\eta$. The condition $A=A(0)/2$ to first order is

$$G'\eta=w\left[J(u_0)-\tfrac12J(0)\right]=\frac{w}{\pi\sigma^2}\left[\tfrac12-2u_0D(u_0)\right].$$

At half height $G'=-(x/\sigma^2)\,G(0)/2=-u_0/(2\sqrt\pi\,\sigma^2)$, because $x=\sqrt2\sigma u_0$ and $G(0)=1/(\sqrt{2\pi}\sigma)$. Therefore

$$\eta=\frac{4u_0D(u_0)-1}{\sqrt\pi\,u_0}\,w=0.5325\,w.$$

The full width starts as $\Delta H_0+0.5325(2\alpha W)$: the slope is little more than half the Gilbert slope.

In the opposite limit, $w\gg\sigma$, equation (4) gives $A\simeq L_w+(\sigma^2/2)L_w''$, with

$$\pi L_w''=\frac{w(6x^2-2w^2)}{(x^2+w^2)^3}.$$

Half the peak value, times $\pi$, is $1/(2w)-\sigma^2/(2w^3)$. At $x=w+\eta$ the line, times $\pi$, is $1/(2w)-\eta/(2w^2)+\sigma^2/(4w^3)$. Equating the two gives $\eta=3\sigma^2/(2w)$, so

$$\Delta H\simeq2\alpha W+\frac{3\sigma^2}{\alpha W}.$$

The Gilbert slope is recovered once damping dominates.

With the Gaussian of full width 300 Oe, numerical summation of (4) gives widths of 319.5, 340.0, 361.3 and 383.6 Oe at 10, 20, 30 and 40 GHz. A least-squares straight line through them gives $\alpha=0.0030$, which is 40% below the true value. The width increases by 20.5, 21.4 and 22.3 Oe over the three steps, against 35.7 Oe for a Lorentzian spread. The slope is rising towards the Gilbert value but is far from it. A single line thus overestimates the damping here, while the slope underestimates it.

The whole line shape removes this error. For any fixed $p$, the modulus of the Fourier transform of the measured line is $C(\omega)|\hat p(k)|e^{-\alpha W|k|}$, where $C$ is an unknown gain. Let $R(\omega)$ be the ratio of its values at $k_2$ and $k_1$, with $k_2>k_1>0$ and $\hat p$ nonzero at both. The gain cancels in $R$, and $\hat p$ cancels between two frequencies:

$$\alpha=\frac{\ln R(\omega_1)-\ln R(\omega_2)}{(W_2-W_1)(k_2-k_1)}.$$

No form of $p$ is assumed, but noise limits the usable $k$, and the field sweep must reach far into the tails of the line, since cutting them off biases $\alpha$.

## When the slope contains more than damping

Suppose that $g$ varies, so that $1/\gamma$ has a Lorentzian relative spread of half width $s$. The resonance $H=Q+\omega/\gamma$ then spreads with half width $sW$, proportional to frequency. To leading order the half widths add:

$$\Delta H\simeq2(\alpha+s)W.$$

With $s=0.005$, the slope reads $\alpha=0.010$ with zero intercept. The line is again Lorentzian, so field sweeps in this geometry cannot separate $s$ from $\alpha$ at this order.

Turning the field into the plane also changes the slope. Let $u$ and $v$ now be the transverse components in the plane and along the normal. Their restoring fields are $H$ and $H+Q$, and free motion at frequency $\omega$ requires

$$iWu=-(H+Q+i\alpha W)v,\qquad iWv=(H+i\alpha W)u.$$

Multiplying these gives $(H+i\alpha W)(H+Q+i\alpha W)=W^2$. To first order in $\alpha$,

$$H(H+Q)-W^2+i\alpha W(2H+Q)=0.$$

Near the resonance field $H_r$, the real part is $(2H_r+Q)(H-H_r)$, so the half width of the uniform line is again $\alpha W$. But a change $\delta$ of $Q$ at fixed $W$ obeys $(2H_r+Q)\,dH_r+H_r\delta=0$, or

$$\left|\frac{dH_r}{dQ}\right|=\frac{H_r}{2H_r+Q}.$$

This factor grows from near zero at $H_r\ll Q$ to one half at $H_r\gg Q$. With $Q=10$ kG it is 0.0932 at 10 GHz and 0.3349 at 40 GHz. For the same Lorentzian spread of 300 Oe in $Q$, the widths are

$$35.7+300(0.0932)=63.7\ {\rm Oe},\qquad 142.9+300(0.3349)=243.4\ {\rm Oe}.$$

A straight line fitted to the widths at 10, 20, 30 and 40 GHz, found from numerically averaged lines, gives $\alpha=0.0084$ and an intercept of 9.7 Oe. The small intercept would suggest a nearly uniform film, although the spread of $Q$ is unchanged.

## When the patches are coupled

Exchange acts between neighbouring patches, and dipolar fields couple patches over longer distances; only exchange is modelled here. As a simplification, let an exchange field $J$ pull every patch equally towards the mean $\bar\mu$ of the whole film. With $z=x+iw$,

$$(z-\delta_i+J)\mu_i-J\bar\mu=h.$$

Solve for $\mu_i$ and average. With $F=\langle1/(z+J-\delta)\rangle$, this gives $\bar\mu=(h+J\bar\mu)F$, or $\bar\mu=h/(1/F-J)$. For a spread of zero mean and variance $\sigma^2$, and for $J$ much larger than $|z|$ and every $|\delta_i|$, expansion gives $1/F\simeq z+J-\sigma^2/(z+J)$. Hence

$$\bar\mu\simeq\frac{h}{z-\sigma^2/J}.$$

The line is shifted by $\sigma^2/J$, but its half width is $w$: the inhomogeneous width has gone at this order. This result is derived for equal coupling of all patches; when only neighbours are coupled, part of the width can remain. A Lorentzian spread has no finite variance. For it $1/F=z+J+i\Gamma$, so $\bar\mu=h/(z+i\Gamma)$, and this coupling leaves (1) unchanged. If its tails are cut off at some finite shift, the variance is finite, and the inhomogeneous width is lost once $J$ far exceeds that shift. For 200 patches with the Gaussian spread above, diagonalization at 10 GHz gives a width of 319.5 Oe without coupling and 35.7 Oe with $J=2000$ Oe.

## Real films

As rough figures, $\alpha$ near 0.005 and $Q$ near 10 kG are reasonable for soft metallic films. A spread of 300 Oe is large for a good soft film; it is closer to what uneven perpendicular anisotropy can cause in thin multilayers. In perpendicular memory layers $Q$ can be negative. The derivation of (1) still applies when the resonance field $Q+\omega/\gamma$ is positive. At lower frequencies the resonance would need a field opposed to the magnetization, and the layer may switch before that field is reached. The assumption most open to doubt is that of independent patches: in the simplified model above, strong coupling reduces the width of the Gaussian example at 10 GHz by a factor of nine. For the same Gaussian spread, weaker coupling changes the line shape, and with it the slope, in either direction: the straight-line fit over 10 to 40 GHz gives $\alpha=0.0045$ for $J=100$ Oe and $0.0058$ for $J=200$ Oe. Dipolar coupling, which is not modelled here, reaches further than exchange. In a film about 10 nm thick with $4\pi M_s$ near 10 kG it can narrow the line strongly for patches a few hundred nanometres wide, where exchange alone does little. A true Lorentzian spread is also an idealization, since its far tail contains patches with $B<0$, a fraction of about $\Gamma/(\pi W)=1.3\%$ at 10 GHz. Two-magnon scattering, eddy currents and radiation loss are left out, and a measured slope may contain them. In multilayers, spin pumping into adjacent metals adds to $\alpha$ itself, so the value found belongs to the stack and not to the magnetic material alone. A slope is therefore evidence for Gilbert damping when the field is normal to the film, the effect of the line shape and of coupling between patches on the width has been allowed for, and a spread of $g$ and these other losses are known to be small.

All numerical values are calculated from the stated model.
